\section*{The Cutoff at Twice the Mean Radius in Attachment-Limited Island Ripening, part 2}

Where should a radius grid end when it follows the ripening of flat, circular islands one atomic layer high? Deposition has stopped, evaporation and merging are neglected, and the total island area is constant. The adatom density $\bar c$ between the islands is uniform, because attachment at the edges is the slow step.

An island has radius $R$, $\Omega$ is the area per atom, and $\gamma$ is the edge energy per unit length. Adding an atom costs $\gamma\Omega/R$, measured from an atom at a straight step. The adatom density in equilibrium with the edge follows the Gibbs--Thomson law
\begin{equation}
c_{\rm eq}(R)=c_0e^{\Gamma/R}\simeq c_0\left(1+\frac{\Gamma}{R}\right),
\qquad \Gamma=\frac{\gamma\Omega}{k_BT},
\label{gt}
\end{equation}
where $c_0$ is its value at a straight step and $\Gamma$ the capillary length. Per unit edge length, atoms attach at the rate $k\bar c$ and detach at the rate $kc_{\rm eq}(R)$, where $k$ is a velocity. With the linear form of \eqref{gt}, the growth law is
\begin{equation}
\frac{dR}{dt}=A\left(\frac1{R_c}-\frac1R\right),
\qquad A=\Omega kc_0\Gamma.
\label{growth}
\end{equation}
The critical radius $R_c$, defined by $\bar c-c_0=c_0\Gamma/R_c$, separates growing from shrinking islands. Conservation of area makes it equal to the mean radius $M$.

Let $x=R/M$, let $g(x)$ be the normalized density of scaled radii, and let $S(x)$ be the fraction of islands above $x$, so that $g=-S'$ and $S(0)=1$. In a self-similar state $M\dot M=\kappa A$ with constant $\kappa$, the number of islands falls as $M^{-2}$, and
\begin{equation}
\frac{S'}S=-\frac{2\kappa x}{q},\qquad g=\frac{2\kappa xS}{q},
\qquad q=\kappa x^2-x+1 .
\label{again}
\end{equation}
The scaled radius of one island changes at the rate $dx/dt=-(A/M^2)\,q(x)/x$.

A finite covered fraction $\theta$ of the substrate requires $0<\kappa\le1/4$. The density ends at the smaller zero $x_1$ of $q$; the other zero is $x_2$. This cutoff is at most 2, twice the mean radius, and reaches 2 at $\kappa=1/4$, where the zeros coincide.

\subsection{The distribution that reaches twice the mean}

For $\kappa=1/4$, let $y=2-x$, so that $q=y^2/4$. Equation \eqref{again} becomes
\begin{equation}
\frac{S'}S=-\frac{2x}{y^2}=-\frac{2(2-y)}{y^2}
=-\frac4{y^2}+\frac2y .
\end{equation}
As $x$ runs from 0 upward, $y$ runs from 2 downward and $dx=-dy$. Reversing the limits absorbs the sign:
\begin{align}
\ln S&=\int_y^2\left(-\frac4{\eta^2}+\frac2\eta\right)d\eta
=\left[\frac4\eta+2\ln\eta\right]_y^2\nonumber\\
&=2-\frac4y+2\ln\frac2y .
\end{align}
Since $2-4/y=-2(2-y)/y=-2x/y$,
\begin{align}
S(x)&=\frac4{(2-x)^2}\exp\left(-\frac{2x}{2-x}\right),\label{S}\\
g(x)&=\frac{2xS}{(2-x)^2}
=\frac{8x}{(2-x)^4}\exp\left(-\frac{2x}{2-x}\right),
\label{g}
\end{align}
for $0<x<2$, and both vanish beyond. The mean radius obeys $M^2(t)=M^2(0)+At/2$.

Near the cutoff, each derivative of $g$ is a polynomial in $1/y$ times $e^{-4/y}$. The exponential wins as $y\to0$, so all derivatives vanish at $x=2$, and the density joins the zero beyond it smoothly. Large islands are correspondingly rare. At $x=1.5$, equation \eqref{S} gives $S=16e^{-6}=0.040$, so about 4 percent of the islands exceed one and a half mean radii.

The second moment links number and coverage. By parts it is $m_2=\int x^2g\,dx=\int2xS\,dx$. With $u=1/(2-x)$ we have $x=2-1/u$, $dx=du/u^2$ and $S=4u^2e^{2-4u}$, so that
\begin{align}
m_2&=8e^2\int_{1/2}^\infty\left(2-\frac1u\right)e^{-4u}\,du\nonumber\\
&=8e^2\left[\frac{e^{-2}}2-E_1(2)\right]
=4-8e^2E_1(2)=1.109,
\label{m2}
\end{align}
where $E_1(z)=\int_z^\infty e^{-w}\,dw/w$ is the exponential integral. As the mean of $x$ is 1, the standard deviation is $\sqrt{m_2-1}=0.331$ of the mean radius.

In this state the scaled radius of an island changes at the rate $-(A/M^2)(2-x)^2/(4x)$, which is negative for all $0<x<2$. Each island falls back relative to the mean. One with $x>1$ is still growing, but the mean overtakes it later, and then it shrinks and disappears.

\subsection{The family with smaller cutoffs}

For $0<\kappa<1/4$, factor $q=\kappa(x_1-x)(x_2-x)$. Comparing coefficients gives $x_1+x_2=x_1x_2=1/\kappa$. Partial fractions turn \eqref{again} into
\begin{align}
\frac{S'}S&=-\frac{2x}{(x_1-x)(x_2-x)}\nonumber\\
&=-\frac2{x_2-x_1}\left(\frac{x_1}{x_1-x}-\frac{x_2}{x_2-x}\right).
\end{align}
The second line is correct because $x_1(x_2-x)-x_2(x_1-x)=x(x_2-x_1)$. Integrating from zero,
\begin{equation}
S=\left(1-\frac x{x_1}\right)^a\left(1-\frac x{x_2}\right)^{-(a+2)},
\qquad a=\frac{2x_1}{x_2-x_1}.
\label{family}
\end{equation}
The second exponent is $2x_2/(x_2-x_1)$, which exceeds $a$ by 2.

Since $g=-S'$, the density near its cutoff varies as $(x_1-x)^p$ with $p=a-1$. To express the cutoff through $p$, use $x_2=x_1/(x_1-1)$, which follows from $x_1+x_2=x_1x_2$. Then $x_2-x_1=x_1(2-x_1)/(x_1-1)$, and
\begin{equation}
p+1=\frac{2(x_1-1)}{2-x_1}
\quad\Longrightarrow\quad x_1=\frac{4+2p}{3+p},\qquad p>-1 .
\label{cut}
\end{equation}
A density that ends in a step has $p=0$ and its cutoff at $4/3$. One that ends linearly has $p=1$ and its cutoff at $3/2$. The factor two is approached as $p\to\infty$.

None of these densities is smooth at its end. If $p$ is a non-negative integer, the $p$th derivative jumps there (for $p=0$, the density itself). For other $p$, a derivative of high enough order diverges, or the density itself does when $p<0$. Requiring a density that is smooth at its cutoff therefore singles out $\kappa=1/4$ and the factor two.

\subsection{What selects the member?}

Take two islands with $R_2>R_1$. The common term $1/M$ cancels from the difference of their growth rates:
\begin{equation}
\frac{d(R_2-R_1)}{dt}=A\left(\frac1{R_1}-\frac1{R_2}\right)
=\frac{A\,(R_2-R_1)}{R_1R_2}>0 .
\end{equation}
Under this deterministic law the order of sizes is preserved, so the survivors at a late time are the islands that were largest at the start. The late distribution is made from the upper end of the initial one.

Suppose the initial distribution has a largest radius $R_m$, and the number within a small gap $\delta=R_m-R$ of it varies as $\delta^{p+1}$. The last equation gives $\dot\delta=A\delta/(RR_m)$. Close to the end, all gaps are therefore stretched by the same factor, $\exp(\int A\,dt/R_m^2)$, and the power $p$ survives for any finite time. This suggests that such a start approaches the family member with the same $p$. It does not prove convergence.

Direct integration supports the suggestion for three starts. The islands were divided into several thousand size classes. The squared radius of each class was advanced by the midpoint rule, with $M$ taken as the mean of the survivors.
\begin{itemize}
\item With all radii from zero to $R_m$ equally frequent ($p=0$), the ratio of largest to mean radius began at 2.00. It was 1.33 when one island in $10^4$ was left. Equation \eqref{cut} gives 1.333.
\item With initial fraction $(1-R/R_m)^2$ above $R$ ($p=1$), the ratio went from 3.00 to 1.50 when one in $10^8$ was left. The predicted value is 1.500.
\item With initial fraction $\exp(1-1/\epsilon)$ above $R$, where $\epsilon=1-R/R_m$, the end is thinner than any power. With the coarse time step used for this long run, the ratio went from 2.48 to 1.99 and the relative width reached 0.32. Both still carry a step error of about 0.01: a finer, fourth-order integration gives 2.00 and 0.330, against 2 and 0.331 in the limit.
\end{itemize}
The first start happens to have the ratio 2 and moves away from it. The third was followed until the surviving fraction was $e^{-120}$. No sample contains enough islands for that, so the number describes the mathematical limit and not an anneal. The initial distribution can still be visible early on: for the first start, the ratio is about 1.42 when the mean radius has doubled once, and about 1.35 when it has doubled twice.

\subsection{An example in laboratory units}

Consider monolayer islands on the (001) face of bcc iron at 700 K, where $k_BT=0.0603$ eV. The lattice constant is $a_0=0.287$ nm, and $\Omega=a_0^2=0.0824$ nm$^2$. The energies are rough inputs: edge energy $\gamma=0.5$ eV/nm, adatom formation energy 0.80 eV and hopping barrier 0.45 eV, with an attempt rate $\nu=10^{13}$ s$^{-1}$. An extra barrier of 0.50 eV for attachment is assumed so that the example lies in the regime of the theory. The islands start in the distribution \eqref{g} with $M=20$ nm and coverage $\theta=0.03$.

The capillary length is $\Gamma=0.5\times0.0824/0.0603=0.683$ nm. The adatom density at a straight step is
\begin{equation}
c_0=\frac1\Omega e^{-0.80/0.0603}=2.11\times10^{-5}\ {\rm nm^{-2}} .
\end{equation}
An adatom hops to each of four neighbouring sites at the rate $\nu e^{-0.45/0.0603}$. The terrace diffusion coefficient is $a_0^2$ times this rate, or $D=4.74\times10^8$ nm$^2$/s. Attachment is a hop from the row of sites beside the edge, over the higher barrier of 0.95 eV. That row holds $ca_0$ adatoms per unit length, so
\begin{equation}
k=a_0\nu e^{-0.95/0.0603}=4.15\times10^5\ {\rm nm/s}.
\end{equation}
The product of the four factors is
\begin{equation}
A=\Omega kc_0\Gamma=0.493\ {\rm nm^2/s}.
\end{equation}
Doubling the mean radius takes
\begin{equation}
t=\frac{40^2-20^2}{0.493/2}\ {\rm s}\simeq4870\ {\rm s}\simeq1.35\ {\rm h}.
\end{equation}
The digits only let the arithmetic be followed: a change of 0.1 eV in the adatom formation energy alone would change this time by a factor of about five. The cutoff moves from 40 to 80 nm, and a quarter of the islands remain.

The cutoff is not the largest radius one should expect to find. The initial number density is $n=\theta/(\pi m_2M^2)=2.15\times10^{-5}$ nm$^{-2}$, so a square field of side $10^4$ nm holds about 2150 islands. On average one of them exceeds the radius at which $S(x)=1/2150$. Solving \eqref{S} numerically gives $x=1.70$, or 34 nm. A largest observed ratio near 1.7 is thus compatible with a cutoff at 2.

\subsection{Effects left out}

\paragraph{Terrace diffusion.} Let $J$ be the number of atoms reaching an island per unit time, and $c_s$ the adatom density at its edge. Steady diffusion from a distance $L$ requires $\bar c-c_s=J\ln(L/R)/(2\pi D)$, and attachment requires $c_s-c_{\rm eq}=J/(2\pi Rk)$. Adding the two shows that growth is slowed by the factor $1/(1+\rho)$, with $\rho=kR\ln(L/R)/D$. Taking $L/R=\theta^{-1/2}$ and $D/k=1142$ nm gives $\rho=0.031$ at 20 nm. The same integration with this factor, the logarithm held fixed, lengthens the time to reach a quarter of the islands by 5.5 percent. The ratio of largest to mean radius is then 1.95. The logarithm is only 1.75 here, so holding it fixed matters: if it varies with $R$ at $L=M\theta^{-1/2}$, the two numbers become 4.8 percent and 1.99.

\paragraph{Strong curvature.} With the full exponential in the Gibbs--Thomson law, that time is 2 percent shorter and the ratio is 1.99. For islands of this size, the linear law is therefore a good approximation.

\paragraph{Size fluctuations.} Attachment and detachment are random events, each at the rate $kc_0$ per edge length, and each changes the radius by $\Omega/(2\pi R)$. The variance of the radius therefore grows at the rate $\Omega^2kc_0/(\pi R)$, which gives about 2 nm root-mean-square in 4870 s at $R=20$ nm. The order of sizes is then not strictly preserved, and no cutoff is sharp. For the start \eqref{g} the effect is small: when a quarter of the islands remain, the radius exceeded by one in 538 (the number left in the field above) moves from 1.66 to 1.70 mean radii. An abrupt end is smeared strongly: starting from the member with $p=0$ at the same mean radius, about 11 percent of the survivors lie beyond its cutoff $4/3$, and one in 538 lies beyond 1.57. For islands of this size the smaller cutoffs \eqref{cut} are not safe ends for a grid.

\paragraph{Contact and motion.} Around an island of mean size, randomly placed neighbours would overlap it in $\theta(3+m_2)/m_2=0.11$ cases on average. This follows from averaging $n\pi(M+R')^2$ over the neighbour's radius $R'$. Merging can break the bound: two islands with $x=1.5$ combine, at fixed area, into one with $x=1.5\sqrt2=2.12$. Islands also move. Random attachment and detachment, each at the rate $kc_0$ per edge length, contribute little here. Each event shifts the centre by $\Omega\cos\phi/(\pi R)$ along a given axis, where $\phi$ is the angle of the event. The resulting diffusion coefficient is $\Omega^2kc_0/(\pi R)=9.5\times10^{-4}$ nm$^2$/s. At fixed $R=20$ nm, the root-mean-square displacement in 4870 s is 4.3 nm, against a typical spacing $n^{-1/2}=216$ nm. Atoms hopping along the edge move an island too, and this is not included. On metal surfaces it can be the faster mechanism, and merging of moving islands may then compete with ripening.

\paragraph{Shape.} A square of side $2b$ has edge energy $8b\gamma$ and $4b^2/\Omega$ atoms, so its chemical potential is $\gamma\Omega/b$. Its area changes as $8b\,\dot b=8b\,\Omega k(\bar c-c_0-c_0\Gamma/b)$. This is the old growth law with $b$ in place of $R$, and the factor two is unchanged. In terms of the radius $2b/\sqrt\pi$ of a circle of equal area, the rate coefficient is larger by $4/\pi=1.27$, for the same $\gamma$ and $k$.

\paragraph{Reservoir and cooling.} The adatom gas holds about $c_0\Omega/\theta=6\times10^{-5}$ of the number of atoms in the islands, so conserved area is a good approximation. With all energies fixed, $A$ is smaller at 300 K than at 700 K by a factor of about $3\times10^{16}$. In this model the distribution is frozen once the sample is at 300 K. It is the distribution present at 700 K only if the cooling is fast enough: at 1 K/s a mean radius of 40 nm grows by less than 0.1 nm on the way down, but at 0.01 K/s it grows to about 47 nm.

\subsection{How far the example resembles iron}

The extra attachment barrier was assumed in order to reach the regime of the theory, and it has not been derived for iron. Without it, $D/k$ would equal $a_0$, and $\rho$ at 20 nm would be about 120 instead of 0.03. Terrace diffusion would then control the ripening. For $\rho\gg1$ and a fixed logarithm, the growth law gains a factor $1/R$, and the scaled radius drifts as $(1/x)(1-1/x)-\kappa x$ with $x=R/R_c$. Its double zero lies where $(x-1)/x^3$ is largest, at $x=3/2$. Area conservation now requires $\sum_i(1/R_c-1/R_i)=0$, which makes $R_c$ the harmonic mean, and this cannot exceed the ordinary mean. The corresponding cutoff is at most 1.5 mean radii. This bound needs the fixed logarithm. If the logarithm is replaced by the screened form $\xi K_0(R/\xi)/[RK_1(R/\xi)]$ with a self-consistent screening length $\xi$, the cutoff is about 1.59 mean radii at $\theta=0.03$ and 1.67 at $\theta=0.1$. A grid ending at twice the mean would still contain these mean-field distributions, but the factor two itself belongs to slow attachment, negligible merging and, in the deterministic law, a thin upper end of the initial distribution.

Numbers in the example were calculated in double precision.
